# Why a second 2H layer cancels the in-plane piezoelectricity of MoS2

Stretch a model MoS2 monolayer by 0.50% along its armchair direction, holding its width fixed, and its in-plane polarization changes by 1.494 pC/m in linear response. Two such layers might be expected to give 2.988 pC/m. For the 2H-stacked bilayer the computed change is $4\times10^{-17}$ pC/m, which is zero to rounding error. Yet each layer still responds to strain, and the layers are electronically coupled. The zero needs an explanation that survives this coupling.

## The counter-example: one layer

Polarization $P$ here means in-plane dipole per area, so a piezoelectric coefficient has the unit charge per length. In the algebra $e=\hbar=1$ and the electron has charge $-1$.

Each layer is a honeycomb with a high-energy site A at $+\Delta/2$ and a low-energy site B at $-\Delta/2$. The $x$ axis points from B to A along one bond. The vectors from A to its B neighbours are

$$\delta_1=(-a,0),\qquad \delta_{2,3}=\left(\tfrac a2,\mp\tfrac{\sqrt3}{2}a\right).$$

Strain changes the bond lengths, and hence the hoppings:

$$H=\begin{pmatrix}\Delta/2&f\\ f^*&-\Delta/2\end{pmatrix},\quad f=\sum_j t_je^{ik\cdot\delta_j},\quad t_j=t\,e^{-\beta(|\delta_j'|/a-1)} .$$

The phases $k\cdot\delta_j$ stay fixed because homogeneous strain leaves reduced positions and reduced wavevectors unchanged. Differentiating $P$ in this frame gives the proper coefficient, which excludes the mere stretching and turning of a dipole already present. Ions at fixed reduced positions then contribute nothing.

**Response formula.** For filled states $u_v$, the electronic polarization is $-g\int\frac{d^2k}{(2\pi)^2}\sum_v A_i^v$, with $A_i^v=i\langle u_v|\partial_iu_v\rangle$ and $g=2$ for spin. For a strain amplitude $\lambda$,

$$\partial_\lambda A_i-\partial_iA_\lambda=-2\,\mathrm{Im}\langle\partial_\lambda u_v|\partial_iu_v\rangle .$$

Time reversal makes the total Chern number zero, so a smooth periodic gauge exists and $\partial_iA_\lambda$ integrates to zero over the Brillouin zone. Now insert a complete set of states on the right. Terms between two filled states come in complex-conjugate pairs and have no imaginary part in the sum. For an empty state $c$, $\langle c|\partial u_v\rangle=\langle c|\partial H|v\rangle/(E_v-E_c)$. Including the electron's negative charge,

$$\frac{\partial P_i}{\partial\lambda}=2g\int\!\frac{d^2k}{(2\pi)^2}\,F_i,\qquad F_i=\mathrm{Im}\sum_{vc}\frac{\langle v|\partial_\lambda H|c\rangle\langle c|\partial_iH|v\rangle}{(E_v-E_c)^2}. \tag{1}$$

**Two bands.** Write $H=h\cdot\sigma$, $f=h_x-ih_y$, $E=|h|$ and $n=h/E$. The filled and empty projectors are $(1\mp n\cdot\sigma)/2$. With $p=\partial_\lambda h$ and $q=\partial_xh$, the numerator of $F_x$ is

$$\tfrac14\mathrm{Im}\,\mathrm{Tr}[(1-n\cdot\sigma)(p\cdot\sigma)(1+n\cdot\sigma)(q\cdot\sigma)]=-n\cdot(p\times q).$$

The terms with two or four Pauli matrices have real traces; each of the two terms with three contributes $-\frac12n\cdot(p\times q)$. The denominator is $(2E)^2$. Since $p$ and $q$ have no $z$ component,

$$h\cdot(p\times q)=\tfrac\Delta2(p_xq_y-p_yq_x)=\tfrac\Delta2\,\mathrm{Im}(\partial_\lambda f\,\partial_xf^*),$$

and therefore

$$\frac{\partial P_x}{\partial\lambda}=-g\int\!\frac{d^2k}{(2\pi)^2}\,\frac{\Delta}{4E^3}\,\mathrm{Im}(\partial_\lambda f\,\partial_xf^*). \tag{2}$$

Take $a=0.182$ nm, $t=1.30$ eV, $\Delta=1.80$ eV and $\beta=3.0$. For strain $\varepsilon_{xx}$ the integral gives $e_{11}=1.8650$ e/nm, or 298.8 pC/m. The real-space dipole of finite ribbons, with the edge contribution removed by comparing two widths, also gives 1.8650 e/nm. At strain 0.0050 the polarization is $298.8\times0.0050=1.494$ pC/m.

**Small gap.** When $\Delta\ll t$, the integral comes from the two valleys $\pm K$, with $K=(0,4\pi/(3\sqrt3a))$. To first order, $|\delta_j'|/a-1=(\delta_{jx}/a)^2\varepsilon_{xx}$, so the derivatives of the three hoppings are $-\beta t(1,\frac14,\frac14)$. The phase factors of bonds 2 and 3 at a valley add to $-1$. Hence

$$\partial_\lambda f=-\beta t\left(1-\tfrac14\right)=-\tfrac34\beta t,\qquad \partial_xf=it\left(-a-\tfrac a2\right)=-\tfrac32ita,$$

and $\mathrm{Im}(\partial_\lambda f\,\partial_xf^*)=-\frac98\beta t^2a$ at both valleys. Near each, $|f|=vq$, where $q$ is now the distance from the valley and $v=\frac32ta$. The remaining integral is

$$\int\!\frac{d^2q}{(2\pi)^2}\frac1{(v^2q^2+\Delta^2/4)^{3/2}}=\frac1{2\pi}\,\frac{2}{v^2\Delta}=\frac1{\pi v^2\Delta}.$$

Two valleys and $g=2$ give

$$e_{11}\to4\cdot\frac\Delta4\cdot\frac98\beta t^2a\cdot\frac{4}{9\pi t^2a^2\Delta}=\frac{\beta}{2\pi a}.$$

This is 2.623 e/nm here; extrapolating lattice results to zero gap gives 2.629 e/nm.

**Large gap.** When $\Delta\gg t$, $E\to\Delta/2$. Averaging over the zone keeps only products from the same bond:

$$\overline{\mathrm{Im}(\partial_\lambda f\,\partial_xf^*)}=\beta t^2\sum_j\frac{\delta_{jx}^3}{a^2}=\beta t^2a\left(-1+\tfrac18+\tfrac18\right)=-\tfrac34\beta t^2a.$$

With cell area $3\sqrt3a^2/2$, equation (2) gives $e_{11}\to2\beta t^2/(\sqrt3\,a\Delta^2)$. The response fades as the electrons become confined to B. The example has $\Delta/t\approx1.4$ and is in neither limit, so its coefficient needs the full integral.

## The counter-example: two layers

In 2H stacking the second layer is turned by a half turn, with A2 above B1 and B2 above A1. Its bonds from A to B are $-\delta_j$, so its off-diagonal element is $f(-k)=f^*(k)$.

Without interlayer hopping, the second layer replaces $f$ by $f^*$ in equation (2). This reverses the sign of $\mathrm{Im}(\partial_\lambda f\,\partial_xf^*)$ and leaves $E$ unchanged. The coefficients are $+e_{11}$ and $-e_{11}$. Their sum is zero, not $2e_{11}$.

Now couple the layers. Let $\gamma$ join the vertically aligned sites, and let $s=\sum_j\gamma_je^{-ik\cdot\delta_j}$ join B1 to its three nearest B2 sites. In the order A1, B1, A2, B2,

$$H(k)=\begin{pmatrix}\Delta/2&f&0&\gamma\\ f^*&-\Delta/2&\gamma&s\\0&\gamma&\Delta/2&f^*\\ \gamma&s^*&f&-\Delta/2\end{pmatrix}. \tag{3}$$

Under strain $\gamma$ is held fixed, and $\gamma_j$ is given the same factor $e^{-\beta(|\delta_j'|/a-1)}$ as $t_j$, taken at the mean strain of the two layers; this rule is a model choice. With $\gamma=0.10$ eV and unstrained $\gamma_j=0.20$ eV, equation (1) gives $|e_{11}|=5\times10^{-17}$ e/nm. Raising both couplings to 0.40 eV, with a gap of 1.879 eV on the sampled grid, still left every in-plane component below the test threshold of $10^{-8}$ e/nm. Weak coupling is therefore not the reason for the zero.

## The general statement and its proof

**Statement.** If an insulating crystal has an inversion centre, and its ground state keeps that inversion under homogeneous strain, its in-plane piezoelectric coefficients vanish. The ideal 2H bilayer is such a crystal, with the centre midway between its layers.

The symmetry argument needs no band model. Let strain $\varepsilon_{jk}$ produce a polarization change $\Delta P_i$, and invert the whole arrangement. The crystal returns to itself. The strain is unchanged, because both the displacement and the position in its gradient change sign. The polarization change is reversed. The same crystal under the same strain thus has both $\Delta P_i$ and $-\Delta P_i$, so $\Delta P_i=0$. Internal atomic relaxation does not alter this if it preserves inversion.

For the band model the cancellation can be followed point by point. Let $\Pi$ exchange A1 with A2 and B1 with B2. Applied to equation (3), it exchanges $f$ with $f^*$ and $s$ with $s^*$, which is also the effect of $k\to-k$:

$$H(-k,\lambda)=\Pi H(k,\lambda)\Pi . \tag{4}$$

Equal strain in both layers preserves this relation, since it changes only the values of $t_j$ and $\gamma_j$. The states at $-k$ can be taken as $\Pi|n(k)\rangle$, with the same energies. Differentiating equation (4) gives

$$(\partial_\lambda H)(-k)=\Pi(\partial_\lambda H)(k)\Pi,\qquad(\partial_iH)(-k)=-\Pi(\partial_iH)(k)\Pi .$$

The minus sign comes from the chain rule. In equation (1) each $\Pi$ meets another and $\Pi^2=1$, leaving $F_i(-k)=-F_i(k)$. The contributions at $k$ and $-k$ cancel. This holds at every $\lambda$ for which the gap is open, so integrating from zero strain shows that finite strain also produces no polarization change in this frame.

Time reversal does not cause this cancellation. It gives $H(-k)=H^*(k)$, which conjugates the matrix elements in equation (1), while the $k$ derivative again supplies a minus sign. Since $\mathrm{Im}(-z^*)=\mathrm{Im}\,z$, this makes $F_i$ even. A monolayer has time reversal but no inversion, so its response can survive. The bilayer has both symmetries, so its $F_i$ is both odd and even and is therefore zero at every $k$. Inversion alone would already make the integral vanish.

**All in-plane components.** Put $p=P_x+iP_y$ and $w=\varepsilon_{xx}-\varepsilon_{yy}+2i\varepsilon_{xy}$. A rotation by $\theta$ multiplies $p$ by $e^{i\theta}$ and $w$ by $e^{2i\theta}$, and leaves $\varepsilon_{xx}+\varepsilon_{yy}$ unchanged. For $\theta=2\pi/3$, $w^*$ is the one strain combination that transforms like $p$, so $p=Cw^*$. The mirror $y\to-y$ conjugates both quantities and makes $C$ real. For a monolayer, therefore,

$$P_x=e_{11}(\varepsilon_{xx}-\varepsilon_{yy}),\qquad P_y=-2e_{11}\varepsilon_{xy}.$$

If a stretched sheet is free to narrow, $\varepsilon_{yy}=-\nu\varepsilon_{xx}$ with Poisson ratio $\nu$, and $P_x$ is larger than at fixed width by the factor $1+\nu$.

A half turn reverses $p$ but not $w$, hence reverses $e_{11}$. The tests confirmed the responses $P_x$ to $\varepsilon_{yy}$ and $P_y$ to $\varepsilon_{xy}$, the absence of $P_y$ under $\varepsilon_{xx}$, and the reversal.

**Other stacks.** A 2H stack with an even number of layers has an inversion centre in its middle gap; the four-layer result is $2\times10^{-17}$ e/nm. An odd stack lacks this centre, and the trilayer gives 1.0000 times the monolayer coefficient. In this model, with identical layers and hopping only between adjacent ones, that ratio is exact: the mirror-odd combination of the two outer layers decouples as a free monolayer, and the mirror-even combination forms with the middle layer an inversion-symmetric bilayer with couplings larger by $\sqrt2$, which contributes zero. In 3R stacking the layers have the same orientation, and the bilayer gives 2.0003 times the monolayer value. The last digits depend on the interlayer choices: the ratio is 1.989 if $\gamma_j$ does not change with strain and 1.969 with both couplings at 0.40 eV. Doubling is thus good to about 2% for that stacking in this model. These ratios concern sheet coefficients; dividing by thickness would change them.

## When the zero is lifted

**Unequal strain.** Let $c_1$ and $c_2$ be the linear responses to strain in the lower and upper layers. Equal strain must give zero, so $c_2=-c_1$ and

$$P_x=c_1(\varepsilon_1-\varepsilon_2).$$

The computed values are $\pm1.8603$ e/nm. If the lower layer carries 0.50% strain and the upper layer 10% less, the difference is 0.00050 and the polarization is 0.149 pC/m, a tenth of the monolayer signal. This estimate varies the hoppings on a common reduced lattice; it does not treat the loss of registry that unequal strain eventually causes.

**Bending.** If the layers are bonded without slip and bent along $x$ to radius $R$, their strains differ by $d/R$, where $d=0.62$ nm is their spacing. At $R=100$ nm the difference is 0.0062, giving 1.848 pC/m. This exceeds the monolayer signal at 0.50% strain. Its sign follows the curvature, so ripples of zero mean curvature average to zero at this order. Slip would reduce the strain difference. Strain gradients within each layer are left out.

**Vertical bias.** A potential difference $U$ between the layers changes equation (4) to $H(-k,U)=\Pi H(k,-U)\Pi$. The same proof then gives $e_{11}(U)=-e_{11}(-U)$, which allows a nonzero value. A field of 1.0 MV/cm across the spacing, taken without screening, gives $|U|=0.062$ eV and $|e_{11}|=0.060$ pC/m, with a sign that follows the field direction. This is about 0.02% of the monolayer coefficient. The value rests on the skew hopping and its assumed strain dependence, and is not a prediction for MoS2: it vanishes for $\gamma_j=0$, becomes 0.14 pC/m with the opposite sign if $\gamma_j$ does not change with strain, and lies between 0.27 and 0.95 pC/m with both couplings at 0.40 eV. In all these cases the 10% strain difference matters far more than this bias.

## The model beside real MoS2

The bond projection corresponds to a lattice constant $\sqrt3a=0.315$ nm. This length, the gap and the layer spacing are of the rough size found in MoS2. The hoppings and $\beta$ are rough model choices. Two orbitals per layer stand in for the real Mo d and S p bands, and the model is not meant to reproduce the bilayer's band edges. Measured monolayer coefficients are roughly 300 pC/m, but the closeness of 298.8 pC/m should not be read as accuracy. If internal relaxation removes 30% of the bond-length anisotropy, the hopping part falls to 209.2 pC/m. The accompanying shift of charged sites adds a term of magnitude 50.8 pC/m per unit site charge, and the model does not fix that charge. For an ionic charge between 0 and 2 on B the total lies between 135 and 237 pC/m, always below the unrelaxed value, whereas published density-functional results for MoS2 rise on relaxation, from about 306 to 364 pC/m. This estimate therefore shows the size of the uncertainty, not the direction of the real correction. The monolayer value is therefore uncertain by tens of percent, whereas inversion protects the bilayer zero. That protection requires that nothing distinguish the two layers, whether unequal strain or a vertical field; the 10% strain loss considered above moves the bilayer polarization from zero to 0.149 pC/m.

Mobile carriers can also hide a monolayer's static signal. At a doping density of $10^{12}$ cm$^{-2}$, a strip 0.93 nm wide contains as much mobile charge as the line charge at the edge of the strained monolayer. This compares charges and is not a solution of the electrostatics. Such screening could make a monolayer look inactive, but the ideal bilayer is inactive without any carriers. A null measurement therefore does not by itself identify inversion symmetry. Screening must be excluded, and the strain and the measured direction must be ones for which a monolayer would respond. Equal strain along $x$ and $y$, or a measurement of $P_y$ under $\varepsilon_{xx}$, gives zero in a monolayer too. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
bond projection: 0.182 nm
layer spacing: 0.62 nm
hopping: 1.30 eV
gap: 1.80 eV
hopping decay beta: 3.0
vertical interlayer hopping: 0.10 eV
skew interlayer hopping: 0.20 eV
monolayer e11: 1.8650 e/nm
monolayer e11, converted: 298.8 pC/m
e11, two-band integral: 1.8650 e/nm
e11, Wilson loop: 1.8649 e/nm
e11, ribbon dipole: 1.8650 e/nm
small-gap formula: 2.6234 e/nm
small-gap extrapolation: 2.6292 e/nm
2H bilayer |e11|: 5.0e-17 e/nm
strong-coupling bilayer gap: 1.879 eV
finite-strain phase change, monolayer: 0.00394 rad
finite-strain |phase change|, bilayer: 2.1e-16 rad
response to lower-layer strain: 1.8603 e/nm
response to upper-layer strain: -1.8603 e/nm
3R bilayer / monolayer: 2.0003
2H trilayer / monolayer: 1.0000
2H four-layer |e11|: 2.1e-17 e/nm
example strain: 0.50 %
monolayer polarization: 1.494 pC/m
same divided by spacing: 0.241 uC/cm2
mistaken doubled polarization: 2.988 pC/m
2H bilayer |polarization|: 4.0e-17 pC/m
strain loss in upper layer: 10 %
polarization from strain loss: 0.149 pC/m
ripple radius: 100 nm
bonded-layer bending polarization: 1.848 pC/m
vertical field: 1.0 MV/cm
unscreened layer bias: 0.062 eV
biased bilayer e11: -6.025e-02 pC/m
biased bilayer / monolayer: -2.02e-04
relaxation fraction: 0.30
relaxed e11, hopping part: 209.2 pC/m
site-charge part per unit charge: 50.8 pC/m
spin-orbit splitting: 0.15 eV
spin-orbit change of monolayer e11: 0.008 %
temperature: 300 K
thermal electron density: 9.19e-03 cm^-2
doping density: 1.0e+12 cm^-2
doped width that screens monolayer: 0.93 nm
```
